# Basis and Field Settings for Finite-Field Hartree-Fock Sternheimer Factors

## The decision

To estimate the electric field gradient at a nucleus in an ion from the charges around it, one multiplies the bare gradient of those charges by a factor obtained from a separate calculation on the ion. Before that calculation is run, a basis must be chosen: may the inner p functions stay contracted, how many diffuse p functions are needed, and do d and f functions matter when the ion has only s and p electrons? The total energy is a poor guide. For F⁻, deleting the most diffuse p exponent of the basis used below raises the energy by 0.11 millihartree and changes the factor by 8%.

The guidance below applies to spherical ions whose electrons fill only s and p shells, in non-relativistic restricted Hartree-Fock theory. The examples are free F⁻ and Ca²⁺, a loosely bound anion and a tightly bound cation.

## What is being computed

Atomic units are used, with electron charge $-1$. Let distant charges produce the potential

$$\Phi=\frac{V_0}{4}(3z^2-r^2)=\frac{V_0}{2}r^2P_2(\cos\theta).$$

Its gradient component is $\partial^2\Phi/\partial z^2=(V_0/4)(6-2)=V_0$. An electron acquires the energy

$$h_1=-\Phi=-\frac{V_0}{4}A,\qquad A=3z^2-r^2 .$$

A unit positive charge at $\mathbf r$ produces $V_{zz}=B$ at the origin, with

$$B=\frac{3z^2-r^2}{r^5}=\frac{2P_2}{r^3}.$$

The electrons therefore contribute $V_{\rm el}=-\langle B\rangle$, summed over all electrons. This vanishes for the undisturbed spherical ion. The Sternheimer factor is defined by

$$V_0+V_{\rm el}=(1-\gamma_\infty)V_0,\qquad \gamma_\infty=\left.\frac{d\langle B\rangle}{dV_0}\right|_{V_0=0}.$$

A negative value means that the ion amplifies the gradient, which is called antishielding.

## Why both ends of the basis matter

Let $i$ label occupied and $a$ empty orbitals. To first order,

$$\phi_i'=\phi_i+\sum_aU_{ai}\phi_a,\qquad \phi_a'=\phi_a-\sum_iU_{ai}\phi_i .$$

At self-consistency the Fock operator has no matrix element between $\phi_a'$ and $\phi_i'$. Keeping first-order terms gives

$$(\epsilon_a-\epsilon_i)U_{ai}+F^{(1)}_{ai}=0,\qquad F^{(1)}=-\frac{V_0}{4}A+J(\delta D)-\frac12K(\delta D).$$

Here $\delta D$ is the induced density matrix, and $J$ and $K$ are its Coulomb and exchange matrices. Two electrons per orbital and two equal cross terms give $\delta\langle B\rangle=4\sum_{ia}B_{ia}U_{ai}$. If the induced terms are dropped, $U_{ai}=(V_0/4)A_{ai}/(\epsilon_a-\epsilon_i)$, and

$$\gamma_{\rm uncoupled}=\sum_{ia}\frac{B_{ia}A_{ai}}{\epsilon_a-\epsilon_i}.$$

The operator $A$ grows as $r^2$ and weights the outside of the ion; $B$ falls as $r^{-3}$ and weights the inside. The basis must describe how a disturbance of the outer ion reaches the nucleus.

The induced terms are large. For F⁻ the uncoupled value is $-12.0$ and the coupled one $-29.3$; for Ca²⁺ they are $-9.6$ and $-13.9$. A finite-field calculation includes them because the orbitals are made self-consistent in the field.

The operator $P_2$ couples s to d, and p to both p and f. An s,p,d basis is therefore incomplete in principle for an ion with filled p shells.

### Where the negative sign comes from

In a filled p shell, the angular average of $P_2$ is $2/5$ for $p_z$ and $-1/5$ for $p_x$ and $p_y$. Without the induced terms, their radial motion thus feels the added potentials $-V_0r^2/5$ and $+V_0r^2/10$. Suppose a weak potential $\lambda r^2$ changes $\langle r^{-3}\rangle$ by $K_r\lambda$. Since $B=2P_2/r^3$, two electrons per orbital give

$$\delta\langle B\rangle=2\left[\frac45\left(-\frac{K_rV_0}{5}\right)+2\left(-\frac25\right)\frac{K_rV_0}{10}\right]=-\frac{12}{25}K_rV_0 .$$

For a nodeless p orbital in a local potential, $K_r>0$. To see this, let $u_0$ and $u_\lambda$ be the positive radial functions ($r$ times the radial orbital) without and with $\lambda r^2$, where $\lambda>0$, and let $W=u_0u_\lambda'-u_\lambda u_0'$. Their radial equations give $W'=2(\lambda r^2-\delta\epsilon)u_0u_\lambda$, where $\delta\epsilon$ is the energy shift. $W$ vanishes at both ends and first falls, then rises, so it is negative between them. Hence $u_\lambda/u_0$ decreases with $r$: the density moves inward and $\langle r^{-3}\rangle$ rises. For $V_0>0$ the field makes $p_z$ expand and $p_x,p_y$ contract, and both changes amplify the gradient.

This argument does not cover the non-local exchange operator, the 3p shell or the induced terms. The full calculations nevertheless give dominant, negative p-p parts. The table refers to the reference basis described below; in a wider and denser basis the p-p parts move by less than 0.02, while the s-d parts rise to 0.87 for F⁻ and 0.38 for Ca²⁺.

| Part of $\gamma_\infty$ | F⁻ | Ca²⁺ |
|---|---:|---:|
| s-d | 0.82 | 0.25 |
| p-p | −30.71 | −14.58 |
| p-f | 0.61 | 0.45 |
| Sum | −29.27 | −13.88 |

## Setting the charges

A finite set of charges cannot produce a pure quadrupole everywhere, but its leading impurities can be removed. Place three rings on a sphere of radius $R$: charge $Q/2$ at each of $\cos\theta=\pm x$, and $-Q$ on the equator. The total charge is zero, and reflection symmetry removes the axial terms of odd $l$. The $l=4$ term vanishes if $P_4(x)=P_4(0)$. Because $P_4(x)=(35x^4-30x^2+3)/8$, this requires

$$35x^4-30x^2=0,\qquad x^2=\frac67$$

for rings off the equator. A charge $q$ contributes $2qP_2(\cos\theta)/R^3$ to $V_0$. With $P_2(x)=11/14$ and $P_2(0)=-1/2$,

$$V_0=\frac{2Q}{R^3}\left(\frac{11}{14}+\frac12\right)=\frac{18Q}{7R^3}.$$

The first unwanted term has $l=6$. Relative to the quadrupole potential it scales as $r^6/R^7$ divided by $r^2/R^3$, or $(r/R)^4$.

Each ring consists of eight equal, evenly spaced charges. Its potential contains only angular terms $e^{im\varphi}$ with $m$ a multiple of eight. Products of two functions up to f have $|m|\le6$, so within this basis the rings act as continuous, axially symmetric ones.

For a spherical ion the impurities are less harmful than they look. In first order, a potential of angular momentum $l$ induces a density of the same $l$, and $B$ detects $l=2$ alone. Other multipoles therefore affect the gradient only beyond linear order.

Distance matters for another reason. The quadrupole potential of a charge at $R$ is proportional to $r^2/R^3$ inside its sphere but to $R^2/r^3$ outside. An electron at $r>R$ thus feels the intended potential reduced by $(R/r)^5$. For F⁻, charges at 4, 6, 8 and 12 bohr give $-21.9$, $-27.9$, $-29.0$ and $-29.3$. The examples use 20 bohr.

Do not put basis functions on the charges. The positive ones could then capture electrons from an anion. An ideal quadratic potential has a related defect: it is unbounded below, so at finite strength a complete basis would have no ground state. What is sought is the linear response of the state localised on the ion.

## Setting the field strength

Expand the electronic response as $\langle B\rangle=\gamma_\infty V_0+bV_0^2+cV_0^3+\cdots$. Division by the signed field gives the one-sided estimates

$$\gamma(\pm V_0)=\gamma_\infty\pm bV_0+cV_0^2+\cdots .$$

Their mean removes $b$:

$$\frac{\langle B\rangle_{+V_0}-\langle B\rangle_{-V_0}}{2V_0}=\gamma_\infty+cV_0^2+\cdots .$$

For F⁻ at $V_0=5\times10^{-4}$, the two one-sided estimates differ by 0.290, so each is off by about 0.145, or 0.5% of $\gamma_\infty$. At twice the field the difference is 0.581, twice as large, as the term $2bV_0$ requires.

The central difference with the rings at 20 bohr gives $-29.274$, while a direct solution of the linear-response equations for the ideal quadrupole gives $-29.269$. The remainder, 0.02% of $\gamma_\infty$, is the $cV_0^2$ term: in linear response the $l=2$ part of the ring potential at 20 bohr also gives $-29.269$, and the other multipoles do not enter at that order. A smaller field reduces this term but amplifies self-consistency errors: an error $\eta$ in $\langle B\rangle$ becomes an error of order $\eta/V_0$ in $\gamma_\infty$. Tighten the density convergence before reducing the field.

## Setting the basis

The reference basis consists of uncontracted Gaussians $r^l e^{-\zeta r^2}$ whose successive exponents differ by a factor of 2.8. The p exponents run from 0.03 to 2488 bohr⁻², and the d exponents from 0.03 to 40.5 bohr⁻². Functions were removed and both the ground state and the response recomputed:

| p and d functions kept | F⁻ | Ca²⁺ |
|---|---:|---:|
| all | −29.27 | −13.88 |
| p up to 113 | −29.06 | −12.67 |
| p up to 14.5 | −25.89 | −5.48 |
| p from 0.084 | −26.84 | −13.89 |
| p from 0.235 | −13.02 | −13.99 |
| d up to 5.16 | −29.85 | −13.87 |
| d from 0.659 | −29.15 | −13.79 |
| no d | −29.82 | −14.19 |

### Diffuse p functions

These decide the result for the anion. Starting the p set at 0.235 instead of 0.03 loses 56% of the F⁻ factor but changes that of Ca²⁺ by 0.8%. The highest occupied p level lies at $-0.18$ hartree in F⁻ and $-1.88$ hartree in Ca²⁺, so the anion's outer electrons are much more weakly bound.

The energy does not rank these functions by their importance for $\gamma_\infty$. In F⁻, removing the p exponents above 113 costs 0.46 millihartree and changes the factor by 0.7%. Removing the single exponent 0.03 costs a quarter as much energy and changes the factor by 8%.

For an anion, add diffuse p functions until the next one no longer changes $\gamma_\infty$. The F⁻ set used here passes that test: its last function, 0.03, still matters, but adding one more at 0.0107 changes the factor by less than 0.01%.

### Tight p functions

Tight p functions are essential to the occupied orbitals, but they need not all be independent response functions. When the p set is cut at 14.5, the factor falls in magnitude by 12% for F⁻ and by 61% for Ca²⁺. Adding the contracted occupied p orbitals to that cut set restores $-29.28$ and $-13.88$. Even with primitives only up to 1.84, the occupied orbitals bring the results to $-29.37$ and $-13.80$, within 0.6% of the reference.

The radial equation near the nucleus suggests a reason. For both an occupied p orbital and the p part of its first-order change, it has the form

$$-\frac12u''+\frac{u}{r^2}-\frac Zr u+wu=s(r).$$

Here $w$ is finite and contains the local screening and the orbital energy. The source $s$ contains exchange and, for the changed orbital, the perturbation; for regular orbitals it starts at order $r^2$. Insert $u=r^2(a_0+a_1r+\cdots)$. The terms of order $r^0$ cancel, and order $r$ gives

$$-3a_1+a_1-Za_0=0,\qquad a_1=-\frac{Za_0}{2}.$$

The energy and the source first enter at order $r^2$. Close to the nucleus, the changed orbital therefore has the same leading shape, $r^2(1-Zr/2)$, as the occupied one. A good contracted p function can supply that shape, while freer functions describe the change farther out. The expansion holds only for $r\ll1/Z$, whereas a removed exponent such as 5.16 reaches out to about $\zeta^{-1/2}\approx0.4$ bohr; that the contraction still works there is shown by the calculation, not by the expansion.

In these tests, contracting the inner p functions was thus acceptable when the contractions reproduced all of the ion's own occupied Hartree-Fock p orbitals (one radial function for F⁻, two for Ca²⁺) and the primitives up to at least 1.84 stayed free. Fewer free functions, or a contraction made for another charge state, need their own check.

### Tight and diffuse d functions

In the zero-field ion, d and f functions do not mix with the occupied s and p orbitals, so they leave the energy unchanged. Energy optimisation cannot select them.

Within the reference basis, omitting all d functions changes the factor by about 2% in both ions; for Ca²⁺ the change rises to about 3% in the complete-basis limit. This change need not equal the s-d part listed earlier, because the p response readjusts as well. For F⁻, removing just the two tightest d exponents, 14.5 and 40.5, has slightly more effect than removing the whole d set. The remaining d functions must therefore act, on balance, in the opposite direction. An incomplete d set can be worse than none.

The 1s shell suggests how tight the d set should be. For a hydrogenic 1s orbital $\phi_0$, try the first-order change $(V_0/2)gP_2\phi_0$. It must satisfy $(H_0-E_0)gP_2\phi_0=r^2P_2\phi_0$. For $g=r^n$, the left side is $P_2\phi_0$ times

$$\left[3-\frac{n(n+1)}2\right]r^{n-2}+nZr^{n-1}.$$

This is $-3r+3Zr^2$ for $n=3$ and $2Zr$ for $n=2$. The combination that leaves $r^2$ is

$$g=\frac{r^3}{3Z}+\frac{r^2}{2Z^2}.$$

The angular average of $P_2^2$ is $1/5$, and the radial density is $4Z^3r^2e^{-2Zr}$. One electron thus gives

$$\gamma=\frac{8Z^3}{5}\int_0^\infty\left(\frac{r^2}{3Z}+\frac{r}{2Z^2}\right)e^{-2Zr}dr=\frac{8Z^3}{5}\,\frac{5}{24Z^4}=\frac1{3Z}.$$

The effect is positive: the 1s shell shields. Its first-order function has a length scale $1/Z$, so the matching Gaussian exponents scale as $Z^2$.

For F⁻ this bare estimate gives $2/(3\times9)=0.07$ for the two 1s electrons, much less than the change of 0.58 caused by removing the tight d functions. The reason is that the 1s shell also responds to the distortion of the p shell. Removing the two exponents from the 1s response alone already changes the factor by 0.53. If the coupling between the s-d and p responses is switched off, the same removal changes it by only 0.02.

The scaling also exposes a limit of the Ca²⁺ result. Multiplying 14.5 and 40.5 by $(20/9)^2$ gives about 72 and 200, beyond the end of the d set. The small effect of removing d functions above 5.16 from Ca²⁺ therefore does not show that its tight d space is complete. Extending the set to 889 bohr⁻² changes the factor by 0.9%, to $-13.75$, so accuracy at the percent level requires these tighter functions.

Diffuse d functions matter less here: starting the set at 0.659 changes either factor by less than 1%.

### f functions

Omitting f functions gives $-29.77$ for F⁻ and $-14.48$ for Ca²⁺, changes of 1.7% and 4.3%. For Ca²⁺ this exceeds the effect of omitting all d functions. If percent accuracy matters, the response basis must include f functions.

## Using the result

Take $V_0=5\times10^{-4}$ atomic units, or $4.86\times10^{18}$ V/m². At $R=20$ bohr the required ring charge is

$$Q=\frac{7(5\times10^{-4})(20)^3}{18}=1.556.$$

The linear estimates of the total gradients are

$$\begin{aligned}
\text{F}^-:&\quad(1+29.27)(4.86\times10^{18})=1.47\times10^{20}\ \text{V/m}^2,\\
\text{Ca}^{2+}:&\quad(1+13.88)(4.86\times10^{18})=7.23\times10^{19}\ \text{V/m}^2.
\end{aligned}$$

Given the remaining basis errors, the factors are best quoted as about $-29$ and $-14$, and the total gradients as about $1.5\times10^{20}$ and $7\times10^{19}$ V/m². A denser exponent grid, tested with s and p functions alone, changes either factor by no more than about 0.2%; it does not test functions beyond the ends of the sets, such as the tighter d functions of Ca²⁺. Widening and densifying all four sets together gives $-29.22$ for F⁻ and $-13.72$ for Ca²⁺, shifts of 0.2% and 1.1%, and lowers the Ca²⁺ gradient to $7.15\times10^{19}$ V/m².

These are free-ion factors. They should not be applied unchanged when neighbouring electrons overlap the ion, when the crystal appreciably alters its outer orbitals, or when the source charges lie within its density. In those cases, compute the gradient with the neighbours included. Correlation and relativity also lie outside this model. The numerical check below compares the finite-field factors with linear response, with the reciprocal problem of a nuclear quadrupole polarising the ion, and with the hydrogenic result.

## Table of computed values

```
Charge distance R = 20.0 bohr; applied V0 = 5.0e-04 a.u.
Applied V0 = 4.8587e+18 V/m^2
Total ring charge Q = 1.55556 e
Power of r/R in first impurity = 3.983
s basis: 13 exponents, 0.084 to 19506 bohr^-2
p basis: 12 exponents, 0.03 to 2488.1 bohr^-2
d basis: 8 exponents, 0.03 to 40.479 bohr^-2
f basis: 6 exponents, 0.084 to 14.457 bohr^-2
Exponent ratio = 2.80
Hydrogenic gamma, Z=2, two electrons: 0.33446; exact 0.33333
F-: HF energy = -99.45739 Eh
F-: highest p energy = -0.18101 Eh
F-: gamma_infinity, point charges = -29.2741
F-: linear response = -29.2690; uncoupled = -11.9940
F-: reciprocal calculation = -29.2689
F-: s-d, p-p, p-f parts = 0.8176, -30.7060, 0.6142
F-: total gradient = 1.4709e+20 V/m^2
F-: s,p-only gamma, ratio 2.8 / 2.2 = -30.4108 / -30.4137
Ca2+: HF energy = -676.07809 Eh
Ca2+: highest p energy = -1.87740 Eh
Ca2+: gamma_infinity, point charges = -13.8798
Ca2+: linear response = -13.8799; uncoupled = -9.6038
Ca2+: reciprocal calculation = -13.8790
Ca2+: s-d, p-p, p-f parts = 0.2522, -14.5831, 0.4511
Ca2+: total gradient = 7.2296e+19 V/m^2
Ca2+: s,p-only gamma, ratio 2.8 / 2.2 = -14.9307 / -14.9016
F-: charges at 4 bohr give gamma = -21.8861
F-: charges at 6 bohr give gamma = -27.8772
F-: charges at 8 bohr give gamma = -29.0461
F-: charges at 12 bohr give gamma = -29.2702
F-: gamma(+V0)-gamma(-V0), V0=1e-3: -0.58054; 5e-4: -0.28958
F- small basis, one-sided gamma: blocks -13.4217; full RHF -13.4217
Kept functions             gamma F-  gamma Ca2+  dE F-/mEh  dE Ca2+/mEh
p 0.03 to 113.3            -29.0625   -12.6708      0.4587     320.6689
p 0.03 to 14.46            -25.8909    -5.4758     47.0093   13406.2795
p 0.084 to 2488            -26.8439   -13.8928      0.1112       0.0404
p 0.235 to 2488            -13.0247   -13.9946     19.0421       0.2104
p 0.659 to 2488             -2.8789    -6.9570    452.6928     149.2862
d 0.03 to 5.163            -29.8549   -13.8692      0.0000       0.0000
d 0.03 to 0.6586           -29.8717   -13.9681      0.0000      -0.0000
d 0.235 to 40.48           -29.2339   -13.8784     -0.0000       0.0000
d 0.659 to 40.48           -29.1462   -13.7880      0.0000       0.0000
no d                       -29.8162   -14.1886      0.0000       0.0000
no f                       -29.7707   -14.4792     -0.0000       0.0000
p to 14.5 + occupied p     -29.2759   -13.8847     -0.0000       0.0000
p to 1.84 + occupied p     -29.3666   -13.8044     -0.0000       0.0000
```
